# Full long-range exact exchange restores the −1/r potential semilocal functionals miss

For ammonia, a nitride precursor, the PBE functional gives a highest occupied orbital energy of −6.14 eV. With the same functional, geometry and basis, removing an electron costs 10.95 eV. LC-ωPBE, which uses exact exchange for the long-range part of the electron repulsion, gives −10.65 eV and 10.93 eV. The mismatch falls from 4.81 to 0.28 eV. These values use aug-cc-pVDZ on N and cc-pVDZ on H. The triple-zeta counterparts, with a finer integration grid, move them by up to 0.04 eV, to mismatches of 4.78 and 0.25 eV.

These two energies ought to agree. When one electron of the exact ground state is far away, the rest is left in the cation ground state, and the distant electron decays as \(e^{-\kappa r}\) with energy \(-\kappa^2/2=E_N-E_{N-1}=-I\). In an orbital theory the tail is set by the highest occupied orbital, with \(\kappa=\sqrt{-2\varepsilon_H}\). A correct decay therefore needs \(-\varepsilon_H=I\). The potential which that distant electron feels is the subject of the theorem.

## Setting and assumptions

Hartree atomic units are used. The system is finite and closed-shell, with real, orthonormal, doubly occupied orbitals \(\varphi_j\) and density \(n=2\sum_j\varphi_j^2\). Write \(u=|\mathbf r-\mathbf r'|\) and, for any \(\omega>0\),

\[
\frac1u=\frac{\operatorname{erfc}(\omega u)}{u}+\frac{\operatorname{erf}(\omega u)}{u}.
\]

The first term is short-range (SR), the second long-range (LR). A fraction \(c\) of LR exchange is exact; all remaining exchange is a local density functional (LDA):

\[
E_x=E_x^{\rm SR,LDA}+(1-c)E_x^{\rm LR,LDA}+cE_x^{\rm LR,exact},
\]
\[
E_x^{\rm LR,exact}=-\sum_{ij}\iint\varphi_i\varphi_j(\mathbf r)\,\frac{\operatorname{erf}(\omega u)}{u}\,\varphi_i\varphi_j(\mathbf r')\,d\mathbf r\,d\mathbf r'.
\]

Varying \(\varphi_H\) gives \(-4\sum_j\varphi_jU_{jH}\), because \(\varphi_H\) can stand in any of four places. The kinetic energy of a doubly occupied orbital varies to \(4(-\tfrac12\nabla^2\varphi_H)\). Dividing by 4 gives the exchange operator

\[
K\varphi_H=-\sum_j\varphi_jU_{jH},\qquad
U_{jH}(\mathbf r)=\int\varphi_j\varphi_H(\mathbf r')\frac{\operatorname{erf}(\omega u)}{u}\,d\mathbf r'.
\]

This is generalized Kohn–Sham theory: \(K\) is nonlocal, and the potential felt by the highest occupied orbital is

\[
v_x^H=v_{\rm loc}+c\,\frac{K\varphi_H}{\varphi_H}.
\]

Two assumptions are made.

- **A1.** All occupied orbitals are bounded by \(Ce^{-\gamma r}\), with \(\gamma>0\).
- **A2.** Along the chosen direction \(\varphi_H\ne0\) at large \(r\), and \(\varphi_j/\varphi_H\) stays bounded for every other occupied \(j\).

**Theorem.** Under A1 and A2, \(r\,v_x^H(\mathbf r)\to-c\) as \(r\to\infty\), for every fixed \(\omega>0\). The correct tail \(-1/r\) requires \(c=1\).

## Lemma 1: the short-range part has no far field

*For \(|f(\mathbf r)|\le Ce^{-\lambda r}\), the SR potential of \(f\) obeys*

\[
|U_f^{\rm SR}(\mathbf r)|\le\frac{2\operatorname{erfc}(\omega r/2)}{r}\int|f|\,d\mathbf r'+\frac{\pi}{\omega^2}\max_{r'\ge r/2}|f|.
\]

*Proof.* If \(r'<r/2\), then \(u>r/2\). Since \(\operatorname{erfc}(\omega u)/u\) decreases with \(u\), it is below its value at \(r/2\), which gives the first term. If \(r'\ge r/2\), take the maximum of \(|f|\) outside the integral. What remains is at most the volume of the kernel, found by parts:

\[
4\pi\int_0^\infty u\operatorname{erfc}(\omega u)\,du
=4\pi\int_0^\infty\frac{u^2}{2}\,\frac{2\omega}{\sqrt\pi}e^{-\omega^2u^2}du
=\frac{4\pi\omega}{\sqrt\pi}\,\frac{\sqrt\pi}{4\omega^3}=\frac{\pi}{\omega^2}.\qquad\blacksquare
\]

For the hydrogen atom at \(r=10\) bohr with \(\omega=0.4\) bohr⁻¹, the bound is \(1.2\times10^{-3}\) hartree and the actual SR part is \(5\times10^{-7}\) hartree.

## Lemma 2: the long-range part keeps the multipoles

*For the same \(f\), with charge \(q=\int f\) and dipole \(\mathbf d=\int\mathbf r f\),*

\[
U_f^{\rm LR}(\mathbf r)=\frac qr+\frac{\mathbf d\cdot\hat{\mathbf r}}{r^2}+O(r^{-3}).
\]

*Proof.* By Lemma 1, replacing \(\operatorname{erf}(\omega u)/u\) by \(1/u\) costs an exponentially small amount. For \(r'<r/2\), expand \(1/u=\sum_l r'^lP_l(\cos\theta)/r^{l+1}\). Since \(|P_l|\le1\), the terms with \(l\ge2\) sum to at most \((r'^2/r^3)(1+\tfrac12+\tfrac14+\dots)=2r'^2/r^3\), whose integral against \(|f|\) is \(O(r^{-3})\). The region \(r'\ge r/2\) contributes exponentially little: where \(u<1\), the integral of \(1/u\) is \(2\pi\) and multiplies a tiny \(|f|\); elsewhere \(1/u\le1\) multiplies the tiny tail charge. The same holds for the tail parts of \(q\) and \(\mathbf d\). \(\blacksquare\)

## Lemma 3: the local functional decays exponentially

*The SR local exchange potential satisfies \(|v_x^{\rm SR}|\le\pi n/(2\omega^2)\), and the full LDA potential is \(-(3n/\pi)^{1/3}\).*

*Proof.* The charge \((\omega^2/\pi)^{3/2}e^{-\omega^2u^2}\) has potential \(\operatorname{erf}(\omega u)/u\). Indeed, the field \(-\frac{d}{du}[\operatorname{erf}(\omega u)/u]\) equals \(Q(u)/u^2\) with \(Q=\operatorname{erf}(\omega u)-\frac{2\omega u}{\sqrt\pi}e^{-\omega^2u^2}\), and \(Q'=\frac{4\omega^3}{\sqrt\pi}u^2e^{-\omega^2u^2}\) is the Gaussian charge per unit radius. Its Fourier transform is \(e^{-k^2/4\omega^2}\), so the SR kernel transforms to

\[
W(k)=\frac{4\pi}{k^2}\left(1-e^{-k^2/4\omega^2}\right).
\]

In a uniform gas, exchange couples pairs of occupied plane waves of equal spin. With \(k_F=(3\pi^2n)^{1/3}\) and \(y=k/2k_F\), the pairs differing by \(\mathbf k\) fill the overlap of two Fermi spheres, a fraction \(s(y)=1-\tfrac32y+\tfrac12y^3\) of one sphere. One sphere holds density \(n/2\). The factor \(\tfrac12\) for pairs cancels the 2 for spin, so the energy per volume is

\[
e=-\frac n2\int\frac{d^3k}{(2\pi)^3}W(k)\,s(y)
=-\frac{2nk_F}{\pi}\int_0^1s(y)\left(1-e^{-t}\right)dy,\qquad t=\frac{k_F^2y^2}{\omega^2}.
\]

Now differentiate with respect to \(n\), using \(d(nk_F)/dn=\tfrac43k_F\) and \(dt/dn=2t/(3n)\):

\[
v_x^{\rm SR}=-\frac{8k_F}{3\pi}\int_0^1s(y)\left[1-e^{-t}+\tfrac12te^{-t}\right]dy.
\]

As \(\omega\to0\) the SR kernel becomes the full \(1/u\) and \(t\to\infty\); the bracket is then 1 and \(\int_0^1s\,dy=\tfrac38\), which gives \(-k_F/\pi=-(3n/\pi)^{1/3}\). For the SR kernel, \(1-e^{-t}\le t\) and \(e^{-t}\le1\) make the bracket at most \(\tfrac32t\). With \(\int_0^1s\,y^2dy=\tfrac13-\tfrac38+\tfrac1{12}=\tfrac1{24}\),

\[
|v_x^{\rm SR}|\le\frac{8k_F}{3\pi}\cdot\frac32\cdot\frac{k_F^2}{\omega^2}\cdot\frac1{24}=\frac{k_F^3}{6\pi\omega^2}=\frac{\pi n}{2\omega^2}.\qquad\blacksquare
\]

At \(n=0.05\) bohr⁻³ and \(\omega=0.4\) bohr⁻¹ the formula gives −0.1818 hartree. Differentiating the energy obtained by integrating the real-space exchange hole gives the same value.

## Proof of the theorem

The local part \(v_{\rm loc}=v_x^{\rm SR}+(1-c)(v_x^{\rm LDA}-v_x^{\rm SR})\) is exponentially small by A1 and Lemma 3. For the exact part,

\[
\frac{K\varphi_H}{\varphi_H}=-U_{HH}-\sum_{j\ne H}\frac{\varphi_j}{\varphi_H}U_{jH}.
\]

The charge of \(\varphi_H^2\) is 1, so \(U_{HH}=1/r+O(r^{-2})\) by Lemma 2. The charge of \(\varphi_j\varphi_H\) is zero by orthogonality, so \(U_{jH}=O(r^{-2})\), and by A2 its prefactor is bounded. Multiplying by \(cr\) and letting \(r\to\infty\) gives \(-c\). \(\blacksquare\)

The diagonal term removes the repulsion of the distant electron from its own charge cloud. In ammonia the cross term between the second orbital and the highest one has \(r^2U_{jH}=0.727\) bohr at 200 bohr, against a dipole of 0.728 bohr.

**Where the result stops.** On a nodal surface of \(\varphi_H\) the ratio is undefined, and A2 fails. An empty orbital \(\varphi_a\) has no diagonal term: each contribution carries an occupied \(\varphi_j(\mathbf r)\), so the exchange is negligible wherever \(\varphi_a\) is much more extended. In a neutral system such an orbital does not see the cation charge.

**The two limits of \(\omega\).** As \(\omega\to\infty\) all exchange becomes exact if \(c=1\). As \(\omega\to0\) the LR kernel tends to the constant \(2\omega/\sqrt\pi\) at any fixed \(u\), and vanishes. The tail survives for each nonzero \(\omega\), but it starts farther out, so the limits \(r\to\infty\) and \(\omega\to0\) do not commute. For hydrogen with \(\omega=0.4\), \(r\) times the LR exact potential is −0.679, −0.985 and −1.000 at 2, 5 and 10 bohr. With the LDA potential for a single spin, \(-(6n/\pi)^{1/3}\), the values are −0.447, −0.151 and −0.011.

## Proposition: gradients do not repair PBE or B88

*For an exponential density \(n=Ae^{-2\kappa r}\), the PBE exchange potential tends to 1.804 times the LDA one, and the B88 potential tends to \(-5/(4\kappa r^2)\).*

*Proof.* Let \(f(n,g)\) be the energy density, with \(g=|\nabla n|=2\kappa n\). Since \(\nabla n/g=-\hat{\mathbf r}\), the functional derivative is

\[
v=\frac{\partial f}{\partial n}-\nabla\!\cdot\!\left(\frac{\partial f}{\partial g}\frac{\nabla n}{g}\right)
=\frac{\partial f}{\partial n}+\frac1{r^2}\frac{d}{dr}\left(r^2\frac{\partial f}{\partial g}\right).
\]

PBE multiplies the LDA energy density by a factor which, at large reduced gradient \(s_g\propto g/n^{4/3}\), is \(1.804-O(s_g^{-2})\). The correction to \(f\) is proportional to \(n^{4/3}\,n^{8/3}/g^2=n^4/g^2\). As \(g\propto n\), its contribution to \(v\) scales as \(n\), which is negligible beside \(n^{1/3}\). This leaves 1.804 times LDA; symbolic differentiation gives 1.8040 at 12 bohr for \(\kappa=1\).

For B88, \(n\) is the density of one spin. The gradient part is \(-\beta n^{4/3}x^2/(1+6\beta x\operatorname{arsinh}x)\) with \(x=g/n^{4/3}\). The LDA part of the potential decays exponentially and can be left out. At large \(x\) the 1 drops out and \(\operatorname{arsinh}x\to\ln2x\), so

\[
f\to-\frac{g}{6L},\qquad L=\ln\frac{2g}{n^{4/3}}=\frac{2\kappa r}{3}+\text{const}.
\]

The energy per electron is \(f/n=-\kappa/(3L)\to-1/(2r)\). For the potential, \(\partial L/\partial n=-4/(3n)\) and \(\partial L/\partial g=1/g\) give three terms of order \(r^{-2}\):

\[
\frac{\partial f}{\partial n}=-\frac{2g}{9nL^2}=-\frac{4\kappa}{9L^2}\to-\frac1{\kappa r^2},
\qquad
\frac2r\frac{\partial f}{\partial g}\to-\frac1{3rL}\to-\frac1{2\kappa r^2},
\]
\[
\frac{d}{dr}\frac{\partial f}{\partial g}\to\frac{1}{6L^2}\frac{dL}{dr}\to\frac1{4\kappa r^2}.
\]

Their sum is \(-5/(4\kappa r^2)\). \(\blacksquare\)

For \(\kappa=1\) and \(r=1000\) bohr, differentiating the complete B88 form gives \(r^2v=-1.245\) bohr, while \(r\) times the energy per electron is −0.499. A good energy density thus does not ensure a good potential. The proposition covers these functionals, not every conceivable semilocal form.

## Corollary: the orbital tail counts the charge

In a neutral, spherical system the nuclear and electronic Coulomb terms cancel at large \(r\), and exchange leaves \(-c/r\). For an s orbital let \(u_H=r\varphi_H\) and \(w=u_H'/u_H\). The radial equation \(u_H''=2(v-\varepsilon_H)u_H\) becomes

\[
w'+w^2=\kappa^2-\frac{2c}{r}.
\]

Insert \(w=-\kappa+b/r+d/r^2\). The order \(1/r\) gives \(-2\kappa b=-2c\), so \(b=c/\kappa\). The order \(1/r^2\) gives \(-b+b^2-2\kappa d=0\), so

\[
w=-\kappa+\frac{c}{\kappa r}+\frac{b(b-1)}{2\kappa r^2}+\dots
\]

The beryllium atom tests the theorem and the first two terms of \(w\). It was solved self-consistently with exchange alone, at fixed \(\omega=0.4\), on a radial grid of step 0.05 bohr ending at 20 bohr. The step leaves \(\varepsilon_{2s}\) about 0.001 hartree too high (converged values are −0.170, −0.254 and −0.300), which moves \(\kappa\) and the predicted \(w\) by 0.001 to 0.002; the comparison below uses the grid's own \(\varepsilon_{2s}\):

| \(c\) | \(\varepsilon_{2s}\) (hartree) | \(r v_x^H\) at 12 bohr | \(w\) at 14 bohr, found | \(-\kappa+c/\kappa r\) |
|---|---|---|---|---|
| 0 | −0.169 | −0.034 | −0.5815 | −0.5820 |
| 0.65 | −0.253 | −0.660 | −0.6470 | −0.6466 |
| 1 | −0.299 | −1.000 | −0.6800 | −0.6810 |

For \(c=1\), \(\kappa=\sqrt{0.598}=0.773\) and \(b=1.293\). The third term is \(1.293\times0.293/(2\times0.773\times196)=0.0013\), which moves the prediction to −0.6797 and reduces the discrepancy from 0.0010 to 0.0003. That remainder comes from the wall at 20 bohr: the solution in the pure \(-1/r\) tail has \(w=-0.6797\) at 14 bohr when it decays freely and −0.6800 when forced to vanish at 20 bohr. The wall shifts \(w\) by −0.0005 for \(c=0.65\) and −0.0011 for \(c=0\), so the fourth decimal of the found values is not a property of the free atom. At \(c=0.65\) the excess of 0.010 over \(c\) is the remaining local potential, since the spherical 2s charge has no higher multipoles. The lowest empty s orbital, computed in the same 20-bohr box with \(c=1\), has \(rv_x=0.000\) at 12 bohr.

Among published functionals, LC-ωPBE has an LR exact fraction of 1, CAM-B3LYP 0.65 and HSE06 0. HSE06 has 25% exact exchange at short range, but by Lemma 1 this has no \(1/r\) tail.

## Remark: the hole seen from outside ammonia

Averaging the exchange operator over the occupied orbitals of one spin, with density \(\rho=\sum_i\varphi_i^2\), gives the Slater potential

\[
v_S^{\rm LR}(\mathbf r)=-\int\chi_{\mathbf r}(\mathbf r')^2\,\frac{\operatorname{erf}(\omega u)}{u}\,d\mathbf r',\qquad
\chi_{\mathbf r}(\mathbf r')=\frac{\sum_i\varphi_i(\mathbf r)\varphi_i(\mathbf r')}{\sqrt{\rho(\mathbf r)}}.
\]

Orthonormality gives \(\int\chi_{\mathbf r}^2=\sum_i\varphi_i^2(\mathbf r)/\rho(\mathbf r)=1\). The hole is minus the density of one normalized occupied orbital, and Lemma 2 gives \(v_S^{\rm LR}=-1/r-\mathbf d\cdot\hat{\mathbf r}/r^2+\dots\), where \(\mathbf d\) is the dipole of \(\chi_{\mathbf r}^2\).

Along the lone-pair axis, with distances from nitrogen, \(rv_S^{\rm LR}\) is −1.033 at 10 bohr and −1.011 at 20 bohr. Charge and dipole alone give −1.021 and −1.008. The remainder falls from 0.012 to 0.003, a factor of four on doubling \(r\), as expected of a quadrupole. This far out, the tails of the Gaussian basis set the mixture of orbitals in \(\chi_{\mathbf r}\), so the dipole term, and with it the second decimal of these values, is specific to the basis. The unit charge is not. Quadrature of the hole gives a charge of −1.0000.

LC-ωPBE uses a gradient-dependent SR functional, to which Lemma 3 does not apply; the hole calculation concerns its exact part. The better agreement between \(-\varepsilon_H\) and \(I\) comes from changing the exchange functional while keeping PBE correlation. The calculation does not separate the far tail from changes nearer the molecule, and a correct tail alone does not guarantee \(-\varepsilon_H=I\).

## Consequence for a barrier

Hydrogen exchange, H + H₂ → H₂ + H, is an elementary step among the hydrogen atoms of hot-filament deposition. Full configuration interaction (FCI) in the cc-pVDZ basis gives a collinear saddle with H–H distances of 0.0943 nm and a barrier of 0.444 eV. At these fixed geometries and in this basis, PBE gives 0.111 eV, LC-ωPBE 0.306 eV and Hartree–Fock 0.728 eV.

At 1000 K, \(k_BT=0.0862\) eV. With equal prefactors, the PBE rate is too high by \(\exp[(0.444-0.111)/0.0862]\approx48\), and the LC-ωPBE rate by \(\exp[(0.444-0.306)/0.0862]\approx5\). LR exact exchange removes more than half of the PBE error here, but not all of it.

The far tail is not the reason to expect this change. With \(1/\omega=0.132\) nm, the LR share \(\operatorname{erf}(\omega u)\) is already 0.69 at the saddle's bond distance and 0.96 between its outer atoms. The operator that repairs the tail is thus also at work inside the reacting complex.

The temperature is a rough value for gas near a filament. At 2000 K, closer to the filament itself, the factors become their square roots, about 7 and 2. A real rate also includes effects absent from these barriers. Zero-point energy lowers the barrier by 0.030 eV, a factor of about 1.4 at 1000 K if simply subtracted. Tunnelling adds about 1.2 in Wigner's leading correction, with an imaginary-mode quantum of 0.181 eV. Going to cc-pVTZ lowers the coupled-cluster (UCCSD) barrier by 0.012 eV, a factor of about 1.15. Together these give about 1.9, a rough size because vibrational prefactors are left out, and not negligible beside the remaining LC-ωPBE factor of 5. That factor, like the 48 for PBE, belongs to the cc-pVDZ basis. In cc-pVTZ, at the same geometries, both functional barriers rise while the coupled-cluster one falls, and the two factors are roughly halved. Other precursor reactions need their own barriers; this one does not fix the size of their errors. The numerical output lists the cc-pVDZ barriers and the corrections to them.

## Table of computed values

```
LC-wPBE: omega = 0.400 1/bohr, 1/omega = 0.1323 nm
LC-wPBE: exact exchange, short range 0.00, long range 1.00
CAM-B3LYP: exact exchange, short range 0.19, long range 0.65
HSE06: exact exchange, short range 0.25, long range 0.00
volume of short-range kernel = 19.6350 bohr^2
H atom r =  2.0 bohr: r*v_x long-range exact -0.67852, LDA -0.44660
H atom r =  5.0 bohr: r*v_x long-range exact -0.98523, LDA -0.15110
H atom r = 10.0 bohr: r*v_x long-range exact -0.99999, LDA -0.01078
H atom r = 10 bohr: short-range part 5.05e-07, bound 1.22e-03 hartree
PBE/LDA potential ratio at 12 bohr = 1.8040
B88 at 10 bohr: r*v_x = -0.0948
B88 at 1000 bohr: r^2*v_x = -1.2447 bohr, r*(energy per electron) = -0.4987
short-range LDA potential at n = 0.05 bohr^-3: hole -0.181792, formula -0.181793 hartree
Be c = 0.00: eps(2s) = -0.1693 hartree, r*v_x(12 bohr) = -0.0340
   log slope at 14 bohr: found -0.5815, predicted -0.5820 1/bohr
Be c = 0.65: eps(2s) = -0.2534 hartree, r*v_x(12 bohr) = -0.6601
   log slope at 14 bohr: found -0.6470, predicted -0.6466 1/bohr
Be c = 1.00: eps(2s) = -0.2990 hartree, r*v_x(12 bohr) = -1.0000
   log slope at 14 bohr: found -0.6800, predicted -0.6810 1/bohr
Be c = 1.00, lowest empty s orbital: r*v_x(12 bohr) = 0.00000
NH3 geometry: N-H = 0.1012 nm
NH3 PBE: -eps(HOMO) = 6.14 eV, vertical ionization = 10.95 eV, gap = 4.81 eV
NH3 LC-wPBE: -eps(HOMO) = 10.65 eV, vertical ionization = 10.93 eV, gap = 0.28 eV
NH3 hole from 10 bohr: r*v_x = -1.0332, monopole+dipole -1.0212
NH3 hole from 20 bohr: r*v_x = -1.0109, monopole+dipole -1.0079
NH3 hole charge by quadrature = -1.00001
NH3 cross term at 200 bohr: r^2*U = 0.7266, dipole 0.7276 bohr
H2 bond = 0.0761 nm, H3 saddle H-H = 0.0943 nm (FCI/cc-pVDZ)
temperature = 1000 K, kT = 0.0862 eV
barrier FCI: 0.444 eV, rate factor against FCI 1.00
barrier HF: 0.728 eV, rate factor against FCI 0.04
barrier PBE: 0.111 eV, rate factor against FCI 47.88
barrier LC-wPBE: 0.306 eV, rate factor against FCI 4.98
zero-point shift of barrier = -0.030 eV
imaginary mode quantum = 0.181 eV, Wigner tunnelling factor = 1.18
UCCSD barrier: cc-pVDZ 0.455 eV, cc-pVTZ 0.443 eV, basis shift -0.012 eV
```
